Quantum capacitance of graphene at finite temperature, part 2

A graphene sheet under an insulated gate takes up charge by filling its bands, and this adds a quantum capacitance per area, C_q, to the capacitance of the insulator. The questions here are how C_q depends on the Fermi energy, how it enters a gate measurement, and how far it holds in a real device.

The electron charge is −e, with e > 0. N is the net electron density, T the temperature, and μ the chemical potential measured from the Dirac point, where the two bands meet. The sheet is neutral at μ = 0. Near the Dirac point the bands form a cone, E = ±ħvk, with band velocity v and wavevector k measured from the valley point where the bands meet. The cone approximates the honeycomb bands with nearest-neighbour hopping energy t. ε₀ is the vacuum permittivity.

For a uniform sheet of independent electrons in linear bands, with S = 2e²/[π(ħv)²], the closed form is

C_q = e² dN/dμ = 2S k_BT ln[2 cosh(μ/2k_BT)] = S{|μ| + 2k_BT ln[1 + exp(−|μ|/k_BT)]}.

Its minimum, at μ = 0, is C_min = 2 ln2 · S k_BT.

For v = 10⁶ m/s, ħv = 0.6582 eV nm and S = 23.54 µF/cm² per eV. At 300 K, k_BT = 25.85 meV and C_min = 0.8437 µF/cm².

The Fermi energy E_F is the chemical potential that the same density would have at T = 0:

E_F = ħv√(π|N|), or E_F² = π(ħv)²|N|.

For μ ≥ 0 it is related to μ by

E_F² = μ² + π²(k_BT)²/3 + 4(k_BT)² Li₂(−exp(−μ/k_BT)),

where Li₂(z) = Σ zᵐ/m², summed over m ≥ 1. At high doping this gives

C_q ≈ S[E_F − π²(k_BT)²/(6E_F)], for E_F ≫ k_BT,

and near neutrality

E_F² ≈ 4 ln2 · k_BT μ, for 0 ≤ μ ≪ k_BT.

A small μ corresponds to a much larger E_F. Putting E_F in place of μ inside the hyperbolic cosine is therefore an error at low doping. At 300 K and μ = 0.05 eV, E_F is 0.0658 eV and the correct C_q is 1.34 µF/cm². Using 0.0658 eV as μ would give 23.54 × [0.0658 + 0.0517 × ln(1 + e^(−2.545))] = 1.64 µF/cm², which is 22% too large.

At μ = 0.3 eV the correction is small. The density relation gives E_F² = 0.0900 + 3.290 × 0.02585² = 0.0922 eV², so E_F = 0.3036 eV. The line S E_F gives 7.149 µF/cm². The thermal term subtracts 23.54 × 1.645 × 0.02585²/0.3036 = 0.085, leaving 7.06 µF/cm², in agreement with the closed form.

A gate measurement does not see C_q by itself. Let the insulator have relative permittivity κ and thickness d. A charge eN per area on the gate and −eN on the graphene produce a field eN/(κε₀), and hence a voltage eN d/(κε₀) = eN/C_ox, with C_ox = κε₀/d. The graphene potential has also moved, by μ/e from its value at neutrality, since the contact holds the electrochemical potential fixed. With the gate voltage V_G counted from neutrality,

V_G = μ/e + eN/C_ox.

A constant difference of work functions, or a fixed charge in the insulator, shifts the neutrality voltage and drops out. The gate is taken as an ideal metal. Differentiating with respect to the charge eN gives

dV_G/d(eN) = 1/(e² dN/dμ) + 1/C_ox = 1/C_q + 1/C_ox.

The left side is 1/C, where C is the differential capacitance of the stack, so the two capacitances act in series. To extract C_q from a measured C, the insulator must be removed through 1/C_q = 1/C − 1/C_ox. At fixed C, a small error δC_ox in the assumed insulator capacitance produces

δC_q/C_q = −(C_q/C_ox)(δC_ox/C_ox).

The extraction is thus least sensitive to C_ox at the minimum and becomes more delicate with doping.

The derivative must also be kept apart from the ratio of total charge to total potential. At high doping N ≈ μ²/[π(ħv)²], so e²N/μ ≈ Sμ/2, half the differential value. Dividing the expression for V_G by eN shows that the total ratios also add in series with C_ox, but small-signal measurements give the differential quantity, and the two must not be mixed. The measurement also requires the sheet to follow its contact. For a rough sheet resistance of 5 kΩ per square near neutrality, a 1 MHz signal and a contact at one end of the stack described below, the extracted minimum is unaffected for a length of 20 µm but about 4% low at 50 µm and 39% low at 100 µm.

Consider a graphene channel at 300 K under an insulator with κ = 16 and d = 5 nm, for which C_ox = 2.833 µF/cm². At neutrality,

1/C = 1/0.8437 + 1/2.833, so C = 0.650 µF/cm²,

which is 23% of C_ox. At μ = 0.3 eV the density is 6.774 × 10¹² cm⁻², or 1.085 µC/cm². The insulator takes 1.085/2.833 = 0.383 V, and the total gate voltage is 0.300 + 0.383 = 0.683 V. Almost half of it goes into moving μ. There C_q = 7.06 µF/cm² and C = 2.02 µF/cm², still 29% below C_ox. A 1% overestimate of C_ox would lower the extracted C_q by about 2.4% at this doping (2.5% to first order), but by 0.3% at neutrality. Intermediate values are in the numerical output; the minus signs on its zeros at neutrality are rounding residues.

These parameters are rough typical values for graphene under a thin hafnium oxide gate, with 5 nm at the thin end. A thicker oxide of the same permittivity has a smaller C_ox and hides C_q more. For so thin a stack κε₀/d is only an idealisation, since d/κ = 0.31 nm: an interfacial gap or seed layer equivalent to 0.1 nm of vacuum lowers C_ox to 2.15 µF/cm², and using 2.833 in the extraction would then lower the extracted C_q by 44% at 0.3 eV and 9% at neutrality. In a real device C_ox has to be determined for the stack itself. One assumption that can fail in a real device on oxide is uniformity. Charged impurities shift the Dirac point from place to place, so a sheet that is neutral on average contains electron and hole puddles. For an estimate, let the local shift η have a Gaussian distribution P(η) of root-mean-square width σ = 50 meV, a rough input held fixed as temperature and doping change. If the puddles are small compared with the oxide thickness, the patches share one average potential and add their charges, so their quantum capacitances add in parallel, weighted by area:

C_avg(μ) = ∫ P(η) C_q(μ + η) dη.

At neutrality and 300 K this gives 1.276 µF/cm², 51% above the uniform sheet. At 77 K it gives 0.966 µF/cm². The ratio of the two minima is 1.32, where the uniform sheet has 3.90. This average treats each patch as a piece of uniform graphene, which requires puddles wider than the electron wavelength at energy σ, of order ħv/σ = 13 nm. It therefore applies under an oxide thicker than that. Under a 5 nm oxide, puddles small enough to add in parallel are too small for the local picture: the electrons average over them, and the minimum rises much less, by about 5 to 9% at 300 K for a correlation length of 2 nm, to second order in σ and depending on the shape of the correlation function. In the opposite limit of wide puddles each patch is in series with its own piece of oxide, and the average is taken over the series capacitance. For the same spread of local μ, the C_q extracted through the series law is then 1.22 µF/cm² at 300 K and 0.86 µF/cm² at 77 K, a ratio of 1.42.

The low-temperature value can be understood from the limit C_q → S|η|. The Gaussian mean of |η| is

[2/(σ√(2π))] ∫₀^∞ η exp(−η²/2σ²) dη = 2σ²/(σ√(2π)) = σ√(2/π),

so the minimum tends to Sσ√(2/π) = 23.54 × 0.05 × 0.798 = 0.94 µF/cm² as T → 0, instead of zero. In this local picture, proportionality to temperature therefore requires σ ≪ k_BT, a condition that this example does not meet at 300 K. At a fixed mean μ of 0.3 eV the parallel average differs from the uniform C_q by 0.001%, because C_q is nearly linear across the distribution and positive and negative shifts cancel. This cancellation is special to that comparison. At fixed density the mean μ falls to 0.296 eV and C_avg is 1.4% lower, and for wide puddles the extracted C_q is 2.0% lower at fixed mean μ and 3.5% lower at fixed density.

Traps at the interface add to the minimum as well. If D_it trap levels per area and energy follow the signal, a change dμ fills D_it dμ of them, and they contribute e²D_it in parallel with C_q. For a rough density of 10¹² cm⁻² eV⁻¹ this is 0.160 µF/cm², which is 19% of the uniform minimum at 300 K and 2% of C_q at μ = 0.3 eV.

Interactions between the electrons act in the other direction. Their leading exchange effect is to make the cone steeper at low energy. The overlap of an upper-band state at k with a filled lower-band state at q is (1 − cosθ)/2, where θ is the angle between them; for a lower-band state at k it is (1 + cosθ)/2. Exchange lowers an energy by the interaction times the overlap, so apart from a common shift the upper band rises by

½ ∫ [d²q/(2π)²] (2παħv/|q − k|) cosθ,

and the lower band falls by the same amount. Here α = e²/(4πε₀κ̄ħv), and κ̄ is the mean permittivity of the two sides. For q ≫ k, 1/|q − k| ≈ 1/q + (k/q²) cosθ. The first term averages to zero over angle. The second gives

½ (αħv/2π) k π ∫ dq/q = ħvk (α/4) ln(q_max/k),

where the lower limit has been set at q ≈ k. The velocity thus rises by a fraction (α/4) ln(E₁/E₂) between a higher energy E₁ and a lower energy E₂, and q_max cancels from the difference.

With rough permittivities of 16 above and 3.9 below, α = 0.220. From 0.3 eV down to k_BT at 300 K the rise is (0.220/4) ln(0.3/0.02585) = 13.5%. If v = 10⁶ m/s applies at 0.3 eV, and the velocity at k_BT is used in C_min ∝ 1/v², the minimum falls by 22%. This is an estimate of size. It is first order in α and leaves out screening by the graphene and by the gate 5 nm away, both of which weaken the long-range interaction. The gate matters at wavevectors below about 1/d, that is at energies below ħv/d = 0.13 eV, which lies inside the range of the logarithm. On the other hand, 16 and 3.9 are static permittivities that include the ionic response of the oxides. Above the oxide phonon energies the smaller electronic permittivities apply and α is larger, so the estimate is not an upper bound. The estimate also takes the lower band as full and the upper band as empty. Doped or thermally excited carriers make the common shift depend on μ, and this affects C_q at the same order in α. At the density of μ = 0.3 eV, exchange among the doped carriers lowers the chemical potential by about 0.45 α E_F and raises C_q at fixed density by about 10%, to first order in α and before screening by the graphene itself. That figure takes v as the group velocity at 0.3 eV; if v is defined as E/ħk there, the filled band adds about 5% more. At neutrality and 300 K, exchange among the thermal carriers raises the minimum by about 9%. The filled-band part, averaged over the thermal window, is −25% if v is the group velocity at 0.3 eV and −14% if it is E/ħk. The net unscreened first-order change of the minimum is thus about −16% or −5%, still a decrease but smaller than 22%. The exchange corrections should not be added to the puddle correction as if the two were independent.

The remaining effects are smaller in this example. The full nearest-neighbour honeycomb bands, with t = 3.09 eV to match the velocity, raise C_q by 0.02% at neutrality and by 0.34% at μ = 0.3 eV, relative to the cone at the same μ and T. Hopping to next-nearest neighbours, left out of that model, breaks the electron-hole symmetry and adds a change linear in μ. At |μ| = 0.3 eV the total change is +1.3% on one side of neutrality and −0.6% on the other for a rough hopping of 0.1 eV, and +3.4% and −2.5% for 0.3 eV. At neutrality it stays near 0.02%. The oxide field at μ = 0.3 eV is eN/(κε₀) = 0.77 MV/cm, below a rough breakdown field of 4 MV/cm.

Direct tunnelling is estimated from the semiclassical transmission exp{−(2/ħ)∫₀ᵈ √[2m(Φ − eFz)] dz}, where F is the oxide field. The rough inputs are a barrier Φ = 1.7 eV above the Fermi level and a mass m of 0.2 electron masses. The transmission is 6 × 10⁻¹³. With a rough upper attempt rate of 10¹⁵ s⁻¹, a carrier escapes about 600 times per second, while a 1 MHz signal has an angular frequency of 6.3 × 10⁶ s⁻¹. For these inputs direct leakage is slow on the scale of the signal. The result depends exponentially on them: a mass of 0.15 gives 3 × 10⁴ escapes per second, and a mass of 0.1 gives 2 × 10⁶, comparable with the signal. Leakage through defects is not covered by this estimate.

For this stack, then, the closed form is most reliable at high doping, where the main uncertainties are the velocity and the exchange among the doped carriers, the latter of order 10% at first order in α. At fixed μ, C_q varies as 1/v², so a 5% error in v changes it by about 10%. At fixed density C_q ≈ S E_F varies as 1/v, and the change is about 5%. At 0.3 eV electron-hole asymmetry shifts C_q by 0.6 to 3.4 per cent, in either direction, for the hoppings used above, and puddles with σ = 50 meV lower it by up to about 3.5%. Near neutrality the formula describes a clean, uniform sheet of independent electrons, and the corrections estimated above each range from about five per cent to tens of per cent of the minimum.

Table of computed values

```
INPUTS (rough typical values)
temperature = 300 K, kT = 25.85 meV
band velocity = 1.0e+06 m/s, hbar v = 0.6582 eV nm
oxide permittivity = 16, thickness = 5 nm
oxide capacitance = 2.833 uF/cm2
QUANTUM CAPACITANCE
high-doping slope = 23.54 uF/cm2 per eV
minimum at 300 K = 0.8437 uF/cm2
minimum at 300 K, from carrier integral = 0.8437 uF/cm2
minimum at 300 K, from lattice sum = 0.8439 uF/cm2
minimum at 77 K = 0.2166 uF/cm2
minimum at 400 K = 1.1250 uF/cm2
TABLE AT 300 K
mu(eV) V_G(V) N(1e12/cm2) E_F(eV) C_q(uF/cm2) C_total(uF/cm2)
0.00 -0.0000 -0.000 0.0000 0.8437 0.6501
0.05 0.0680 0.318 0.0658 1.3415 0.9104
0.10 0.1504 0.892 0.1102 2.3795 1.2933
0.20 0.3753 3.100 0.2054 4.7091 1.7690
0.30 0.6830 6.774 0.3036 7.0629 2.0221
linear law in mu good to 1% above mu/kT = 3.92
that is mu = 0.1014 eV at 300 K
at mu = 0.3 eV: slope*mu = 7.0629 uF/cm2
at mu = 0.3 eV: slope*E_F = 7.1486 uF/cm2
same with thermal correction = 7.0634 uF/cm2
NEGLECTED EFFECTS
puddle rms energy (rough input) = 50 meV
minimum with puddles, 300 K = 1.276 uF/cm2
minimum with puddles, 77 K = 0.966 uF/cm2
ratio of minima 300 K/77 K: clean 3.90, puddles 1.32
puddle change of C_q at 0.3 eV = 0.001 %
trap density (rough input) = 1e+12 /(cm2 eV)
trap capacitance = 0.160 uF/cm2
lattice hopping for this velocity = 3.090 eV
band-shape change of C_q at 0 eV = 0.018 %
band-shape change of C_q at 0.3 eV = 0.339 %
substrate permittivity (rough input) = 3.9
interaction strength alpha = 0.220
exchange velocity rise, 0.3 eV to kT = 13.5 %
resulting change of the minimum = -22.3 %
oxide field at mu = 0.3 eV = 0.766 MV/cm
breakdown field (rough input) = 4 MV/cm
tunnel barrier 1.7 eV, mass 0.2 m_e (rough inputs)
tunnel transmission = 6.1e-13
attempt rate (rough upper input) = 1e+15 /s
escape rate per carrier = 6.1e+02 /s
angular frequency of a 1 MHz signal = 6.28e+06 /s
```
